# The thermodynamic overpotential floor of oxygen reduction from OOH–OH scaling

## 1. Symmetry fixes the form of the answer

Consider a route that reduces oxygen to water in exactly four steps, each of which takes up one proton and one electron. Let $a_1,\dots,a_4$ be the free energies released by the steps at electrode potential zero. Whatever the catalyst, they add up to the free energy of the whole reaction,

$$a_1+a_2+a_3+a_4=4eE,$$

where $E$ is the equilibrium potential and $e$ the elementary charge. Suppose that the catalyst also obeys $a_2+a_3=s$, with $s$ a given energy. Then $a_1+a_4=4eE-s$.

At potential $U$ each step releases $eU$ less, so no step is uphill if every $a_i\ge eU$. This condition and both sums are unchanged when $a_1$ and $a_4$ are exchanged, or $a_2$ and $a_3$. Averaging a choice with its exchanged partner makes the members of each pair equal and cannot lower the smaller one. One best choice, not always the only one, therefore has

$$a_1=a_4=2eE-\tfrac{s}{2},\qquad a_2=a_3=\tfrac{s}{2}.$$

The two values lie equally far from $eE$, one above and one below. The smaller is $eE-|s/2-eE|$, and the potential lost relative to $E$ is at least

$$\eta_{\min}=\left|\frac{s}{2e}-E\right|. \tag{1}$$

This has the form that dimensions require, $E$ times a function of $s/(eE)$. With $s=3.2$ eV and $E=1.23$ V it gives $1.60-1.23=0.37$ V. It remains to show that $s$ is the free-energy gap between adsorbed hydroperoxyl and hydroxyl, to find which surfaces reach the floor, and to see what the floor says about a current.

## 2. Mechanism and energy reference

An asterisk denotes a surface site. The associative mechanism is

1. $\mathrm{O_2}+{*}+\mathrm{H^+}+e^-\to \mathrm{OOH}^*$
2. $\mathrm{OOH}^*+\mathrm{H^+}+e^-\to \mathrm{O}^*+\mathrm{H_2O}$
3. $\mathrm{O}^*+\mathrm{H^+}+e^-\to \mathrm{OH}^*$
4. $\mathrm{OH}^*+\mathrm{H^+}+e^-\to {*}+\mathrm{H_2O}$

Potentials are measured against the reversible hydrogen electrode. At $U=0$ a proton–electron pair is in equilibrium with half a hydrogen molecule. Raising the potential by $U$ lowers the energy of the electron by $eU$, so

$$G(\mathrm{H^+}+e^-)=\tfrac12G(\mathrm{H_2})-eU .$$

This is the computational hydrogen electrode. The formation free energies of the adsorbates from water and the bare site are

$$\begin{aligned}
g_{\rm OH}&=G(\mathrm{OH}^*)+\tfrac12G(\mathrm{H_2})-G(*)-G(\mathrm{H_2O}),\\
g_{\rm O}&=G(\mathrm{O}^*)+G(\mathrm{H_2})-G(*)-G(\mathrm{H_2O}),\\
g_{\rm OOH}&=G(\mathrm{OOH}^*)+\tfrac32G(\mathrm{H_2})-G(*)-2G(\mathrm{H_2O}).
\end{aligned}$$

A larger value means weaker binding. The energy of $\mathrm{O_2}$ need not be computed. The reaction $\mathrm{O_2}+2\mathrm{H_2}\to2\mathrm{H_2O}$ passes four electrons and has free energy $-4eE$, hence

$$G(\mathrm{O_2})=2G(\mathrm{H_2O})-2G(\mathrm{H_2})+4eE .$$

## 3. The four reaction energies

For step 1, products minus reactants give

$$\Delta G_1=G(\mathrm{OOH}^*)-G(*)-G(\mathrm{O_2})-\tfrac12G(\mathrm{H_2})+eU .$$

Insert $G(\mathrm{OOH}^*)-G(*)=g_{\rm OOH}+2G(\mathrm{H_2O})-\tfrac32G(\mathrm{H_2})$ and the expression for $G(\mathrm{O_2})$. The water terms cancel, and the hydrogen terms have coefficients $-\tfrac32+2-\tfrac12=0$. What remains is

$$\Delta G_1=g_{\rm OOH}-4eE+eU .$$

In step 2 the site energies cancel. The product side contains one water from $\mathrm{O}^*$ and one released, which cancel the two in $\mathrm{OOH}^*$. The hydrogen coefficients are $-1+\tfrac32-\tfrac12=0$, so

$$\Delta G_2=g_{\rm O}-g_{\rm OOH}+eU .$$

In step 3 site and water cancel, and the hydrogen coefficients are $-\tfrac12+1-\tfrac12=0$. In step 4 they are $+\tfrac12-\tfrac12=0$. Therefore

$$\Delta G_3=g_{\rm OH}-g_{\rm O}+eU,\qquad \Delta G_4=-g_{\rm OH}+eU .$$

Since $\Delta G_i=-a_i+eU$, the released energies of Section 1 are

$$a_1=4eE-g_{\rm OOH},\quad a_2=g_{\rm OOH}-g_{\rm O},\quad a_3=g_{\rm O}-g_{\rm OH},\quad a_4=g_{\rm OH}. \tag{2}$$

The limiting potential $U_L$ is the highest potential at which no step is uphill, so $eU_L=\min(a_1,a_2,a_3,a_4)$. The thermodynamic overpotential is $\eta=E-U_L$.

## 4. The scaling relation is a premise

Adding the middle two energies in (2) removes $g_{\rm O}$:

$$a_2+a_3=g_{\rm OOH}-g_{\rm OH}=s .$$

In terms of the species,

$$s=G(\mathrm{OOH}^*)-G(\mathrm{OH}^*)+G(\mathrm{H_2})-G(\mathrm{H_2O}). \tag{3}$$

The bare site has dropped out. If a change of surface shifts $\mathrm{OOH}^*$ and $\mathrm{OH}^*$ equally, $s$ stays fixed. Both usually bind through one oxygen atom, which makes such behaviour plausible but does not prove it. The value 3.2 eV is a regularity found among computed adsorption energies, with a scatter of roughly 0.2 eV. It is taken here as an input.

## 5. The bound and the surfaces that reach it

The smaller of two numbers cannot exceed their mean. Applied to the outer and the middle pair, this gives

$$eU_L\le\frac{a_1+a_4}{2}=2eE-\frac{s}{2},\qquad eU_L\le\frac{a_2+a_3}{2}=\frac{s}{2}. \tag{4}$$

For $s>2eE$ the first limit is the lower one, and $\eta\ge s/(2e)-E$. For $s<2eE$ the second is lower, and $\eta\ge E-s/(2e)$. Together they are equation (1).

The observed gap belongs to the first case, because $2eE=2.46$ eV. Equality then needs $a_1=a_4$, that is

$$g_{\rm OH}=2eE-\frac{s}{2}=2.46-1.60=0.86\ \text{eV},$$

and so $g_{\rm OOH}=0.86+3.20=4.06$ eV. The middle steps must not be worse than the outer ones. From $a_3\ge0.86$ eV and $a_2\ge0.86$ eV follow

$$0.86+0.86=1.72\ \text{eV}\ \le g_{\rm O}\le\ 4.06-0.86=3.20\ \text{eV}.$$

The hydroxyl binding is thus fixed at the optimum, while the oxygen binding has a window of 1.48 eV.

The floor was also tested without using (4). The potential was maximised numerically over all three binding energies, subject to the four conditions $\Delta G_i\le0$, for gaps of 2.0, 2.46, 3.0, 3.2 and 3.6 eV. Each result agreed with (1) to within $10^{-6}$ V.

**Away from balance.** Hold $s=3.2$ eV and fix $g_{\rm OH}$. The outer energies are $g_{\rm OH}$ and $1.72\ \text{eV}-g_{\rm OH}$, and the smaller is $0.86\ \text{eV}-|g_{\rm OH}-0.86\ \text{eV}|$. The middle pair can be made equal at 1.60 eV by choice of $g_{\rm O}$, so it need not limit. The best overpotential is

$$\eta=0.37\ \text{V}+\frac{|g_{\rm OH}-0.86\ \text{eV}|}{e}. \tag{5}$$

With strong binding, removal of $\mathrm{OH}^*$ limits; with weak binding, formation of $\mathrm{OOH}^*$ does. At $g_{\rm OH}=0.71$ and at 1.01 eV the result is 0.52 V.

**The ideal gap.** At $s=2.46$ eV the floor vanishes. Reaching $\eta=0$ requires all four energies to equal 1.23 eV, since their mean is $eE$ and none may lie below it. Narrowing the gap from 3.2 eV towards 2.46 eV lowers the floor by half the change in $s/e$. A surface at the old optimum follows the floor down only if its hydroxyl binding is readjusted to the new balance.

**Another route.** If $\mathrm{O_2}$ splits directly into two $\mathrm{O}^*$, no $\mathrm{OOH}^*$ is formed and (4) does not apply. Splitting is not uphill if $2g_{\rm O}\le4eE$. The two reductions of each $\mathrm{O}^*$ require $eU\le g_{\rm O}-g_{\rm OH}$ and $eU\le g_{\rm OH}$. Their sum gives $2eU\le g_{\rm O}\le2eE$, so $U$ may reach $E$, with $g_{\rm O}=2.46$ eV and $g_{\rm OH}=1.23$ eV. Reaction energies alone put no floor under this route. Its splitting barrier, and any scaling between $\mathrm{O}^*$ and $\mathrm{OH}^*$, have not been included.

## 6. A platinum-like terrace

Take rough values for a close-packed platinum terrace in a fuel-cell cathode: $g_{\rm OH}=0.75$, $g_{\rm O}=1.60$ and $g_{\rm OOH}=3.95$ eV. Their gap is 3.20 eV. With $4eE=4.92$ eV, equation (2) gives

$$\begin{aligned}
a_1&=4.92-3.95=0.97\ \text{eV}, & a_2&=3.95-1.60=2.35\ \text{eV},\\
a_3&=1.60-0.75=0.85\ \text{eV}, & a_4&=0.75\ \text{eV}.
\end{aligned}$$

The last step limits. Thus $U_L=0.75$ V and $\eta=1.23-0.75=0.48$ V, which is 0.11 V above the floor, as (5) predicts for hydroxyl bound 0.11 eV too strongly.

Weakening the hydroxyl binding alone does not reach the floor. With $g_{\rm OH}=0.86$ eV and $g_{\rm O}$ held at 1.60 eV, the third step would release just 0.74 eV and become limiting. The oxygen binding must also weaken by at least 0.12 eV to enter its window.

## 7. Why the floor does not bound a measured overpotential

An uphill step is not forbidden. In the model below, its rate constant falls exponentially, without a cutoff, as the step becomes more uphill. Consider a surface at the ideal balance with $g_{\rm O}=2.46$ eV, and let $U\ge U_L=0.86$ V. Assign each downhill step the rate constant

$$k_0=\frac{k_{\rm B}T}{h}\,e^{-B/k_{\rm B}T},$$

with a common barrier $B$ that does not depend on potential. An uphill step has the further factor $e^{-\Delta G/k_{\rm B}T}$, and reverse rates follow from detailed balance. Reactant activities are held at their standard values.

Steps 1 and 4 are each uphill by $e(U-U_L)$. Define $x=e^{-e(U-U_L)/k_{\rm B}T}$. Their forward constants are $k_0x$ and their reverse constants $k_0$. The middle steps are well downhill, so their reverse rates are neglected. Let $r$ be the steady turnover per site and $\theta$ the coverages. Steps 2 and 3 give $\theta_{\rm OOH}=\theta_{\rm O}=r/k_0$. Step 1 gives

$$r=k_0x\,\theta_*-k_0\theta_{\rm OOH}\quad\Rightarrow\quad \theta_*=\frac{2r}{k_0x},$$

and step 4 gives

$$r=k_0x\,\theta_{\rm OH}-k_0\theta_*\quad\Rightarrow\quad \theta_{\rm OH}=\frac{r}{k_0}\left(\frac1x+\frac{2}{x^2}\right).$$

The coverages add to one, so

$$r=\frac{k_0}{2+3/x+2/x^2}. \tag{6}$$

For $B=0.50$ eV at 298.15 K, this was tested at 0.86, 0.90, 0.95 and 1.00 V against the full rate equations with all reverse steps. The relative difference was below $10^{-6}$. Near $E$ the neglect of reverse steps fails. At $U=E$ the four reaction energies sum to zero, detailed balance holds around the whole cycle, and the net current vanishes. The current therefore changes sign at $E$. At $U_L$ it is continuous and keeps its sign; only its slope jumps, because the assumed rate rule has a kink where a step turns uphill.

At $U_L$, $x=1$ and $r=k_0/7$. Well above it, but not close to $E$, $x\ll1$ and $r\approx k_0x^2/2$. The square arises because the cycle must climb two uphill steps in succession, from $\mathrm{OH}^*$ to the bare site and on to $\mathrm{OOH}^*$. The current then falls tenfold for each $k_{\rm B}T\ln10/(2e)\approx30$ mV.

**Numbers.** Take a rough site density $N=1.5\times10^{15}\ \text{cm}^{-2}$. The current density is $j=4eNr$, with $4eN=9.6\times10^{-4}\ \text{C/cm}^2$, so 1 mA/cm$^2$ needs $r\approx1.04\ \text{s}^{-1}$. For the model barrier $B=0.50$ eV, $k_0=2.2\times10^4\ \text{s}^{-1}$, and the small-$x$ form gives

$$x\approx\sqrt{\frac{2\times1.04}{2.2\times10^4}}\approx0.0097,\qquad U-U_L\approx0.0257\ \text{V}\times4.63\approx0.12\ \text{V}.$$

The potential is 0.98 V and the overpotential 0.25 V, below the floor of 0.37 V. With $B=0.70$ eV the same current flows at 0.865 V, an overpotential of 0.365 V. That near agreement with the floor results from the chosen barrier and current. Transport losses are absent from both figures.

## 8. The model beside a working cathode

The energies above refer to 298 K and oxygen at 1 bar, whereas a polymer-membrane fuel cell may run near 353 K on air. Use rough entropies of 1.35, 0.73 and 2.13 meV/K for $\mathrm{H_2}$, water and $\mathrm{O_2}$, and 0.20 meV/K for $\mathrm{OOH}^*$ minus $\mathrm{OH}^*$. Because $dG/dT=-S$,

$$\frac{dE}{dT}=\frac{2(0.73)-2(1.35)-2.13}{4}=-0.84\ \text{mV/K},$$

$$\frac{ds}{dT}=-0.20-1.35+0.73=-0.82\ \text{meV/K}.$$

Over 55 K, $E$ falls to 1.184 V and $s$ to 3.155 eV, so the floor rises to 0.39 V. Oxygen at 0.2 bar lowers $E$ by a further 12 mV, from $k_{\rm B}T\ln(0.2)/(4e)$, and the floor becomes 0.41 V.

The scatter in the gap matters more: $\pm0.2$ eV moves the room-temperature floor between 0.27 and 0.47 V. An interfacial field of 3 V/nm, acting on a dipole difference of 0.02 $e\,$nm, changes $s$ by 0.06 eV. If it widens the gap, the floor is 0.40 V; with the opposite sign it is 0.34 V. Both field inputs are rough.

Platinum cathodes deliver useful kinetic current near 0.9 V, as a rough figure, which lies above the 0.75 V limiting potential of Section 6. This is compatible with Section 7, where $U_L$ is not an onset of current. The kinetic model is not a description of platinum, however. Its slope is not constant: equation (6) gives 59 mV per decade just above $U_L$, 35 mV at 0.90 V, and close to 30 mV from about 0.95 V upward, away from $E$. That limiting value is about half the rough 60 mV per decade found on platinum at low current. These figures refer to the balanced surface of Section 7, not to the energies of Section 6. For the balanced surface the model also predicts a hydroxyl coverage of 0.99 at 0.98 V, while treating adsorbates as independent. At such coverage the binding energies should be recomputed with neighbours present; the resulting shift has not been estimated here.

A side exit from $\mathrm{OOH}^*$ leads to hydrogen peroxide. With a rough two-electron equilibrium potential of 0.70 V, peroxide lies $4.92-2(0.70)=3.52$ eV above water on the scale used here. At the ideal balance and $U=0.86$ V the exit costs $3.52-4.06+0.86=0.32$ eV, while the step to $\mathrm{O}^*$ with $g_{\rm O}=2.46$ eV releases 0.74 eV. The 0.32 eV refers to peroxide at unit activity. Each tenfold dilution lowers it by $k_{\rm B}T\ln10\approx0.06$ eV, so at micromolar peroxide the exit is no longer uphill. The step towards water still releases more energy, but the actual selectivity also depends on barriers that are not computed here.

For screening catalysts, 0.37 V is thus the least thermodynamic overpotential of the associative route at a gap of 3.2 eV and the stated reference conditions. A surface with a different gap has its own floor, given by (1). The numerical output below lists the values used.

## Computed results

```
Equilibrium potential, input: 1.23 V
OOH-OH gap, input: 3.20 eV; ideal gap: 2.46 eV
Best limiting potential: 0.860 V
Overpotential floor: 0.370 V
Ideal g_OH: 0.860 eV; ideal g_OOH: 4.060 eV
Allowed g_O at the floor: 1.720 to 3.200 eV
g_OH 0.56 eV: best overpotential 0.670 V
g_OH 0.71 eV: best overpotential 0.520 V
g_OH 0.86 eV: best overpotential 0.370 V
g_OH 1.01 eV: best overpotential 0.520 V
g_OH 1.16 eV: best overpotential 0.670 V
Dissociative route, best limiting potential: 1.230 V
Pt-like g_OH, g_O, g_OOH: 0.75, 1.60, 3.95 eV
Pt-like step entries: 0.97, 2.35, 0.85, 0.75 eV
Pt-like limiting potential: 0.750 V
Pt-like overpotential: 0.480 V
Pt-like excess over floor: 0.110 V
Kinetic model temperature: 298.15 K; kT: 0.02569 eV
Kinetic model g_O: 2.46 eV
Site density, rough input: 1.50e+15 cm^-2
Barrier 0.50 eV: base rate 2.195e+04 s^-1
  current at limiting potential: 3.015e+03 mA/cm2
  potential at 1 mA/cm2: 0.979 V
  overpotential at 1 mA/cm2: 0.251 V
  OH coverage there: 0.990
Barrier 0.70 eV: base rate 9.137e+00 s^-1
  current at limiting potential: 1.255e+00 mA/cm2
  potential at 1 mA/cm2: 0.865 V
  overpotential at 1 mA/cm2: 0.365 V
  OH coverage there: 0.490
Slope from 0.98 to 1.00 V, barrier 0.50 eV: 29.7 mV/decade
Scaling scatter, rough input: +/-0.20 eV
Floor range from scatter: 0.270 to 0.470 V
Entropies H2, water, O2, OOH*-OH*: 1.35, 0.73, 2.13, 0.20 meV/K
At 353.15 K: equilibrium 1.184 V, gap 3.155 eV
Floor at 353.15 K, 1 bar O2: 0.394 V
Floor at 353.15 K, 0.2 bar O2: 0.406 V
Field 3.0 V/nm, dipole difference 0.02 e nm
Floor with field shift of gap: 0.400 V
Peroxide equilibrium potential, rough input: 0.70 V
Peroxide exit energy at best potential: 0.320 eV
OOH* to O* energy at best potential: -0.740 eV
```
